# The T-move upper bound for complex trial functions and spin-orbit potentials

**Setting.** Hartree atomic units are used. The configurations $|x\rangle$ (positions on a lattice and discrete spins $\uparrow,\downarrow$ of all electrons) form a finite orthonormal basis. $H$ is Hermitian, $H_{yx}=H_{xy}^*$, and may contain a complex nonlocal part $W$, such as a spin-orbit pseudopotential. The trial function is $\Psi_T(x)=\rho_x e^{i\Phi_x}$ with $\rho_x>0$; configurations where $\Psi_T=0$, such as two electrons in the same one-particle state, are removed, which restricts all states below to vanish there. A group $G$ commutes with $H$ and acts by permutation times phase, $U_g|x\rangle=\omega_g(x)|gx\rangle$ with $|\omega_g|=1$; electron exchange, inversion and rotation about the spin axis are of this kind. $\Psi_T$ belongs to a one-dimensional representation, $U_g\Psi_T=\chi(g)\Psi_T$, and $E_0$ is the lowest eigenvalue of $H$ in that sector. Projection time is infinite and population bias is absent.

## (a) The fixed-phase Hamiltonian

Find the real matrix that gives $\langle\Psi|H|\Psi\rangle$ for $\Psi=\phi\,e^{i\Phi}$ with real $\phi$. Relate it to the ratios $H_{xy}\Psi_T(y)/\Psi_T(x)$ that a walker evaluates, and find its form for the kinetic energy.

**Solution.** Remove the trial phase:
$$\tilde H_{xy}=e^{-i\Phi_x}H_{xy}e^{i\Phi_y}=A_{xy}+iB_{xy},$$
with $A,B$ real. The transformation is unitary, so $\tilde H_{yx}=\tilde H_{xy}^*$, which means $A_{yx}=A_{xy}$ and $B_{yx}=-B_{xy}$. For real $\phi$, relabeling $x\leftrightarrow y$ turns $\sum\phi_xB_{xy}\phi_y$ into its negative, so it vanishes, and
$$\langle\phi e^{i\Phi}|H|\phi e^{i\Phi}\rangle=\phi^TA\phi .\tag{1}$$
The importance-sampled element is $H_{xy}\Psi_T(y)/\Psi_T(x)=\tilde H_{xy}\rho_y/\rho_x$. Its real part is
$$v_{x\to y}=\mathrm{Re}\,\frac{H_{xy}\Psi_T(y)}{\Psi_T(x)}=A_{xy}\frac{\rho_y}{\rho_x}.\tag{2}$$
Since $\rho>0$ and $A$ is symmetric, $v_{x\to y}$ and $v_{y\to x}$ have the same sign, so a rule based on this sign treats a pair of configurations alike from both ends. Summing the ratio over $y$ gives the local energy $E_L=H\Psi_T/\Psi_T$, with $\mathrm{Re}\,E_L=(A\rho)_x/\rho_x$ and $\mathrm{Im}\,E_L=(B\rho)_x/\rho_x$.

For the kinetic energy in one dimension, $(e^{i\Phi}\phi)''=e^{i\Phi}(\phi''+2i\Phi'\phi'+i\Phi''\phi-\Phi'^2\phi)$, hence
$$e^{-i\Phi}\left(-\tfrac12\partial_x^2\right)e^{i\Phi}\phi=-\tfrac12\phi''+\tfrac12\Phi'^2\phi-i\left(\Phi'\phi'+\tfrac12\Phi''\phi\right),$$
and summing over coordinates $A=-\frac12\nabla^2+\frac12|\nabla\Phi|^2$. On a lattice of spacing $a$ the hop $-1/2a^2$ becomes $A_{x,x\pm a}=-\cos\Delta_\pm/2a^2$, where $\Delta_\pm=\pm a\Phi'+\frac12a^2\Phi''+\dots$ is the phase step. With $\cos\Delta_\pm=1-\frac12a^2\Phi'^2\mp\frac12a^3\Phi'\Phi''+O(a^4)$, the 1 gives the second difference $-\frac12\phi''$, the $a^2$ terms of the two hops add to $\frac12\Phi'^2\phi$, and the terms of odd order cancel between them, leaving an error $O(a^2)$. For smooth $\Phi$ and small $a$ these hops are negative. A hop across a node of a real $\Psi_T$ has $\Delta=\pi$ and is positive, so the lattice fixed-node case is included. The numerical check confirms the order: on a ring of length $2\pi$ bohr with potential $0.5\cos x$ Ha and $\Phi=x+0.4\sin x$, the error of the lowest level relative to the continuum value $0.090236$ Ha falls by a factor $4.0006$ from 64 to 128 sites.

## (b) An identity for a family of effective Hamiltonians

Choose any real symmetric off-diagonal elements $M_{xy}$ and set
$$M_{xx}=A_{xx}+\sum_{y\ne x}(A_{xy}-M_{xy})\frac{\rho_y}{\rho_x}.\tag{3}$$
Compute $M\rho$ and $\phi^T(M-A)\phi$ for real $\phi$.

**Solution.** Write $D_{xy}=A_{xy}-M_{xy}$ for $x\ne y$; it is symmetric. First,
$$(M\rho)_x=A_{xx}\rho_x+\sum_{y\ne x}D_{xy}\rho_y+\sum_{y\ne x}M_{xy}\rho_y=(A\rho)_x,\tag{4}$$
because $D+M=A$ off the diagonal. Every member of the family has local energy $\mathrm{Re}\,E_L$ and the same variational energy $E_{\rm VMC}=\rho^TA\rho/\rho^T\rho$. Second, the diagonal of $M-A$ is the sum in (3) and its off-diagonal part is $-D$:
$$\phi^T(M-A)\phi=\sum_{x\neq y}D_{xy}\left[\phi_x^2\frac{\rho_y}{\rho_x}-\phi_x\phi_y\right].$$
Each unordered pair occurs twice with the same $D_{xy}$. The two brackets add to $\phi_x^2\rho_y/\rho_x+\phi_y^2\rho_x/\rho_y-2\phi_x\phi_y$, which equals $\rho_x\rho_y$ times a square:
$$\phi^T(M-A)\phi=\sum_{x<y}(A_{xy}-M_{xy})\,\rho_x\rho_y\left(\frac{\phi_x}{\rho_x}-\frac{\phi_y}{\rho_y}\right)^2.\tag{5}$$
If $M_{xy}\le A_{xy}$ for all pairs, $M-A$ is positive semidefinite.

## (c) The bound

T-moves keep the elements with $v_{x\to y}<0$ as moves and put those with $v_{x\to y}>0$ on the diagonal. This defines $H^{\rm eff}$ as the member with $M_{xy}=\min(A_{xy},0)$. Let $E_{\rm eff}$ be its lowest eigenvalue and $\phi$ the long-time limit of $e^{-t(H^{\rm eff}-E_{\rm eff})}\rho$, normalized. Order $E_{\rm eff}$, $E_0$, $E_{\rm VMC}$, the expectation value of $H$ in $\Psi_{\rm eff}=\phi e^{i\Phi}$, and $E_{\rm FP}$, the minimum of $\phi^TA\phi$ over normalized real $\phi$ with $\phi_{gx}=\phi_x$.

**Solution.** Here $A_{xy}-M_{xy}=\max(A_{xy},0)$, so by (2) and (3) the diagonal is $H_{xx}+\sum_{y\ne x}\max(v_{x\to y},0)$.

*The limit exists, is non-negative and is a ground state.* For a constant $c\ge\max_xH^{\rm eff}_{xx}$ the matrix $c-H^{\rm eff}$ has no negative element. Neither has its exponential series, so $e^{-tH^{\rm eff}}\rho\ge0$. The limit is $P_0\rho$, with $P_0$ the projector on the ground level. It is not zero. If $u$ is a ground vector, $|u|$ has the same norm and diagonal energy, and $M_{xy}|u_x||u_y|\le M_{xy}u_xu_y$ because $M_{xy}\le0$. So $|u|$ is also a ground vector, and $\rho^T|u|>0$. The ground level may be degenerate, as when the moves do not connect all configurations; the argument does not need uniqueness.

*The limit lies in the sector.* The condition $U_g\Psi_T=\chi\Psi_T$ reads $\omega_g(x)\Psi_T(x)=\chi\Psi_T(gx)$, so $\rho_{gx}=\rho_x$ and $e^{i\Phi_{gx}}=\chi^*\omega_g(x)e^{i\Phi_x}$. From $|gy\rangle=\omega_g^*(y)U_g|y\rangle$ and $U_g^\dagger HU_g=H$ follows $H_{gx,gy}=\omega_g(x)\omega_g^*(y)H_{xy}$. Then
$$\tilde H_{gx,gy}=\chi\,\omega_g^*(x)e^{-i\Phi_x}\;\omega_g(x)\omega_g^*(y)H_{xy}\;\chi^*\omega_g(y)e^{i\Phi_y}=\tilde H_{xy}.$$
So $A$, $\rho$ and $H^{\rm eff}$ are invariant under the bare permutation $x\to gx$, and $\phi_{gx}=\phi_x$ at every $t$. An invariant $\phi$ times $e^{i\Phi}$ transforms as $\Psi_T$ does. For exchange, $\phi$ is symmetric and $\Psi_{\rm eff}$ antisymmetric.

*The chain.* Every invariant real vector gives a state of the sector, so (1) and the variational principle give $E_0\le E_{\rm FP}$. The vector $\phi$ is one of them, so $E_{\rm FP}\le\phi^TA\phi=\langle\Psi_{\rm eff}|H|\Psi_{\rm eff}\rangle$. Equation (5) gives $\phi^TA\phi\le\phi^TH^{\rm eff}\phi=E_{\rm eff}$. The variational principle for $H^{\rm eff}$ with trial vector $\rho$, and (4), give $E_{\rm eff}\le E_{\rm VMC}$. Together,
$$E_0\le E_{\rm FP}\le\langle\Psi_{\rm eff}|H|\Psi_{\rm eff}\rangle\le E_{\rm eff}\le E_{\rm VMC}.\tag{6}$$
$B$ never enters, and a real $\Psi_T$ with real $H$ returns the fixed-node T-move bound. Two conditions carry the proof. The symmetry must permute basis states: a general spin rotation about another axis mixes $\uparrow$ and $\downarrow$ (a rotation by $\pi$ about a perpendicular axis only swaps them, but it sends $m_j\to-m_j$, so a trial function of definite half-integer $m_j$ is not its eigenfunction), so (6) bounds by the lowest state of given $m_j$, not of given $j$. For $m_j=0$ the rotation by $\pi$, if it commutes with $H$, is a symmetry of the allowed kind acting as $(-1)^j$, and a trial function that is its eigenfunction is bounded by the lowest $m_j=0$ state of even or of odd $j$. The basis must be orthonormal in the physical space, a condition taken up in (g).

The numerical check asserts (4), (5) and (6) on 300 random $8\times8$ complex matrices. In 40 two-fermion models solved with no symmetry imposed, $E_{\rm eff}$ stays at least $0.015$ Ha above the fermion ground state, although the unsymmetrized $H$ has a level at least $3.46$ Ha below it.

## (d) What the walkers measure

Show that $H^{\rm eff}$ can be sampled with non-negative weights, and evaluate the averages of $\mathrm{Re}\,E_L$ and $\mathrm{Im}\,E_L$ over the asymptotic distribution.

**Solution.** Let $g=1-\tau(H^{\rm eff}-E_T)$ with reference energy $E_T$, and propagate $f_x\to\sum_yG_{xy}f_y$ with $G_{xy}=\rho_xg_{xy}/\rho_y$. For $x\ne y$,
$$G_{xy}=-\tau\min(A_{yx},0)\frac{\rho_x}{\rho_y}=-\tau\min(v_{y\to x},0)\ge0,$$
which a walker at $y$ computes from the complex ratios alone. Take $\tau$ so small that $g_{xx}\ge\delta>0$. The largest eigenvalue of $g$ is $\lambda_0=1-\tau(E_{\rm eff}-E_T)$. The matrix $g-\delta$ is symmetric and non-negative, so $|u^T(g-\delta)u|\le|u|^T(g-\delta)|u|\le\lambda_0-\delta$ for normalized $u$, and all eigenvalues of $g$ are at least $-\lambda_0+2\delta$. Thus $\lambda_0$ dominates in modulus. Starting from $f=\rho^2$, $n$ steps give $f=\rho\,g^n\rho$, which tends to a multiple of $\rho\phi$ with no dependence on $\tau$. In the continuum the kinetic part is sampled by drift and diffusion, and the statements below hold in the limit of zero time step.

By (4) and the symmetry of $H^{\rm eff}$,
$$\frac{\sum_x\rho_x\phi_x\,\mathrm{Re}\,E_L(x)}{\sum_x\rho_x\phi_x}=\frac{\phi^TH^{\rm eff}\rho}{\phi^T\rho}=E_{\rm eff}.$$
The mixed estimator is the fourth member of (6), an upper bound to $E_0$. The imaginary part averages to $\phi^TB\rho/\phi^T\rho$. This vanishes for $\phi=\rho$, the variational distribution, by antisymmetry of $B$, and it need not vanish otherwise.

## (e) Other rules

Place these rules relative to $E_{\rm eff}$ and $E_0$: (i) any $M$ with $M_{xy}\le0$ and $M_{xy}\le A_{xy}$; (ii) splitting the spin-averaged and spin-orbit parts separately; (iii) $M_{xy}=-\gamma A_{xy}$ where $A_{xy}>0$; (iv) the locality approximation; (v) off-diagonals $-|H_{xy}|$ with the diagonal of $H$ unchanged. Then treat a trial function that is an exact or nearly exact eigenstate.

**Solution.** Subtracting (5) for two members $M,M'$ gives $\phi^T(M-M')\phi=\sum_{x<y}(M'-M)_{xy}\rho_x\rho_y(\dots)^2$: lowering an off-diagonal element cannot lower the energy.

(i) The two conditions say $M_{xy}\le\min(A_{xy},0)$. All such rules are free of negative weights, and T-moves give the lowest energy among them. The lowest eigenvalue of $M$ therefore lies between $E_{\rm eff}$ and, by (4), $E_{\rm VMC}$, and is an upper bound to $E_0$. If $M$ is also invariant under $x\to gx$, the projected vector is invariant and the whole chain (6) holds with $M$ in place of $H^{\rm eff}$.

(ii) For $A=A^{(1)}+A^{(2)}$ the elements are $\min(A^{(1)},0)+\min(A^{(2)},0)$. This sum is not positive and not larger than $A^{(1)}+A^{(2)}$, so the rule is a case of (i): variational, and not below $E_{\rm eff}$.

(iii) Now $A-M=(1+\gamma)\max(A,0)$, so $H(\gamma)=A+(1+\gamma)S$, where $S=H^{\rm eff}-A$ is positive semidefinite. For a nondegenerate lowest invariant state $\phi_\gamma$, the Hellmann-Feynman theorem gives $dE/d\gamma=\phi_\gamma^TS\phi_\gamma\ge0$, and
$$\langle H\rangle=\phi_\gamma^TA\phi_\gamma=E(\gamma)-(1+\gamma)\frac{dE}{d\gamma}.\tag{7}$$
At $\gamma=0$ this recovers the third member of (6) from $E_{\rm eff}$ and a slope. At $\gamma=-1$, $E=E_{\rm FP}$, but weights are negative for $\gamma<0$.

(iv) All off-diagonal elements of $W$ go to the diagonal, so their $M_{xy}=0$. Where the real gauged element is negative, $A_{xy}-M_{xy}<0$ and (5) has negative terms. Two states with $H_{12}=-w<0$, zero diagonal and $\rho=(1,\epsilon)$ show the failure: $M=\mathrm{diag}(-w\epsilon,-w/\epsilon)$, below $E_0=-w$ for any $\epsilon\neq1$. In the random test, where $H=K+W$ with both parts random and T-moves are applied to $K$, it fell below $E_0$ in 39 of 300 cases.

(v) For the ground state $\psi$ of $H$, $\mathrm{Re}(\psi_x^*H_{xy}\psi_y)\ge-|H_{xy}||\psi_x||\psi_y|$. The vector $|\psi|$ therefore has energy at most $\psi^\dagger H\psi$ in the modified matrix, whose lowest eigenvalue is a lower bound to the ground energy of $H$.

If $H\Psi_T=E\Psi_T$, then $(A+iB)\rho=E\rho$, so $A\rho=E\rho$, and by (4) $H^{\rm eff}\rho=E\rho$. Since $P_0\rho\ne0$ and eigenvectors of different eigenvalues are orthogonal, $E=E_{\rm eff}$. This holds for an excited eigenstate too. If $\Psi_T=\Psi_0+\delta\,\eta$ near the sector ground state, (6) gives $0\le E_{\rm eff}-E_0\le E_{\rm VMC}-E_0=O(\delta^2)$.

## (f) A p electron with spin-orbit coupling

One electron moves on an $8^3$ cubic lattice with $a=1$ bohr, sites at half-integer coordinates and open boundaries (the wave function is zero outside), with nearest-neighbor kinetic energy and potential $-3/\sqrt{r^2+1}$. The nonlocal part is $\varepsilon_s|\beta_0\rangle\langle\beta_0|+\sum|\beta_j\rangle(\varepsilon_p+\xi\,\mathbf L\cdot\mathbf S)_{jk}\langle\beta_k|$, with normalized $\beta_0\propto e^{-r^2/2}$ and $\beta_j=x_jh(r)$, $h\propto e^{-r^2/2}$, and $\varepsilon_s=1$, $\varepsilon_p=-0.3$, $\xi=0.2$ Ha. The trial spinor is $[z\uparrow+0.8\,e^{i\vartheta}(x+iy)\downarrow]e^{-1.2\sqrt{r^2+1}}$ with $\vartheta=0.3$; it has odd parity and $m_j=\frac12$ modulo 4. Find the signs of the spin-orbit elements of $A$ and account for the computed energies.

**Solution.** On Cartesian p functions $(L_a)_{jk}=-i\epsilon_{ajk}$, so $\sum x_j(L_a)_{jk}x'_k=-i(\mathbf r\times\mathbf r')_a$, and with $\mathbf S=\boldsymbol\sigma/2$
$$W^{\rm SO}_{\mathbf r\sigma,\mathbf r'\sigma'}=-\tfrac{i\xi}{2}hh'\,(\mathbf r\times\mathbf r')\cdot\boldsymbol\sigma_{\sigma\sigma'}.$$
Write $x+iy=be^{i\alpha}$ and $\Delta=\alpha'-\alpha$, so $(\mathbf r\times\mathbf r')_z=bb'\sin\Delta$. The trial phase factors are $\mathrm{sgn}\,z$ for $\uparrow$ and $e^{i(\vartheta+\alpha)}$ for $\downarrow$.

- $\uparrow\uparrow$: the element is imaginary and the phase factors are real, so it adds nothing to $A$.
- $\downarrow\downarrow$: $\sigma_z=-1$ gives $\frac{i\xi}{2}hh'bb'\sin\Delta\,e^{i\Delta}$, with real part $-\frac\xi2hh'bb'\sin^2\Delta\le0$.
- $\uparrow\downarrow$: with $\sigma_x=1$, $\sigma_y=-i$ and $\mathbf c=\mathbf r\times\mathbf r'$, $c_x-ic_y=(yz'-zy')-i(zx'-xz')=iz'be^{-i\alpha}-izb'e^{-i\alpha'}$. Multiplying by $-\frac{i\xi}{2}hh'\,\mathrm{sgn}(z)\,e^{i(\vartheta+\alpha')}$ and taking the real part gives $\frac\xi2hh'[\mathrm{sgn}(z)z'b\cos(\vartheta+\Delta)-|z|b'\cos\vartheta]$, which takes both signs. The negative ones are moves that displace the electron and flip its spin.

The lowest odd level, $p_{1/2}$, is $E_0=-1.25733$ Ha. It is also the global ground level, the lowest even level lying at $-0.67810$ Ha. The next level of the sector, $p_{3/2}$, is $-0.98311$ Ha. The eigenvalues $-1$ and $\frac12$ of $\mathbf L\cdot\mathbf S$ make the projector strengths $-0.5$ and $-0.2$ Ha. The slope of the level with strength is the squared overlap with the projector, at most 1, so the splitting cannot exceed $0.3$ Ha; the computed $0.27421$ Ha means an average squared overlap of $0.914$.

The chain (6) reads
$$-1.25733<-1.25056<-1.25025<-1.24727<-1.15248\ \text{Ha}.$$
The excess over $E_0$ has three parts: $0.00677$ Ha from fixing the phase, $0.00031$ Ha because $\phi$ is not the minimizer of $A$, and $0.00298$ Ha from the sum of squares (5). They add to $E_{\rm eff}-E_0=0.01006$ Ha $=0.274$ eV, against $E_{\rm VMC}-E_0=0.10485$ Ha $=2.853$ eV, a ratio of $0.096$. The finite-difference slope $dE/d\gamma=0.00298$ Ha matches the sum of squares, as (7) requires. Iterating $G$ with $\tau=0.123$ Ha$^{-1}$ gives the mixed average $-1.24727$ Ha for $\mathrm{Re}\,E_L$ and $0.00414$ Ha for $\mathrm{Im}\,E_L$. Splitting the kinetic, spin-averaged and spin-orbit parts separately gives $-1.24657$ Ha, $0.00070$ Ha above $E_{\rm eff}$. The locality approximation gives $-1.30633$ Ha, $0.04900$ Ha below $E_0$. Exact $p_{1/2}$ and $p_{3/2}$ trial functions return their eigenvalues. Halving an amplitude and phase error in the $p_{1/2}$ trial from $0.02$ to $0.01$ reduces $E_{\rm eff}-E_0$ by $3.9997$, so in this case the error is of second order.

## (g) Continuous spin coordinate

Spin can be sampled as an angle $s$, with $\uparrow,\downarrow\to e^{\pm is}$, measure $ds/2\pi$ and an added spin kinetic energy $H_s=-(\partial_s^2+1)/2\mu$ per electron. Kinetic and local terms act as the identity on $s$, and the spin-orbit kernel acts within $e^{\pm is}$ and annihilates other harmonics. Which energy does (6) now bound? Test the answer on an electron on a ring of radius 1 bohr with trial $e^{i(\theta+s)}+\epsilon\,e^{i(2\theta-s)}$ and coupling $\lambda(e^{-i\theta}|\!\uparrow\rangle\langle\downarrow\!|+\text{h.c.})$.

**Solution.** The points $(\mathbf r,s)$ are an orthonormal basis of a space larger than the physical one. Parts (a) to (e) hold with $H$ replaced by the extended $H_{\rm ext}$, and $E_0$ by the lowest level of $H_{\rm ext}$ in the sector.

On $e^{ins}$, $H_s=(n^2-1)/2\mu$, zero for the physical $n=\pm1$ and negative for $n=0$. The shift $s_i\to s_i+\pi$ of one electron multiplies $e^{ins}$ by $(-1)^n$. It permutes configurations, commutes with every term of $H_{\rm ext}$, since none changes the parity of $n$, and sends $\Psi_T\to-\Psi_T$. By (c), $\Psi_{\rm eff}$ contains odd $n$ alone. The unphysical harmonics left have $|n|\ge3$ and cost at least $4/\mu$ each. No term connects $n=\pm1$ to $|n|\ge3$, so the number $k$ of electrons in unphysical harmonics is conserved and $H_{\rm ext}$ is block diagonal, with $k=0$ the physical problem. If $E^{(k)}$ is the lowest level of block $k$ in the sector without $H_s$, the condition
$$E^{(k)}+4k/\mu\ge E_0\quad\text{for all }k\ge1\tag{8}$$
is sufficient for the physical bound. It holds for small enough $\mu$.

On the ring the shift $\theta\to\theta+\alpha$, $s\to s+\alpha/2$ is a permutation symmetry, and $e^{i(m\theta+ns)}$ has $m_j=m+n/2$. The trial has $m_j=\frac32$. With $u=s-\theta/2$, the states of the sector are $e^{3i\theta/2}e^{inu}$, $m=(3-n)/2$, and for $\lambda=0$
$$E_n=\tfrac18(3-n)^2+\frac{n^2-1}{2\mu}.$$
The physical levels are $E_1=\frac12$ and $E_{-1}=2$. The unphysical $E_3=4/\mu$ has $m=0$ and no orbital kinetic energy, and (8) reads $\mu\le8$.

For $\lambda=0$ and small $\epsilon$ no off-diagonal element of $A$ is positive and $E_{\rm eff}=E_{\rm FP}$. The trial is $e^{3i\theta/2}e^{iu}(1+\epsilon e^{-2iu})$; to first order the bracket has modulus $1+\epsilon\cos2u$ and phase $-\epsilon\sin2u$. Take $\phi=1+c\cos2u$ with $c=O(\epsilon)$. Using $-i\sin2u=-\frac12(e^{2iu}-e^{-2iu})$,
$$\phi\,e^{iu}(1-i\epsilon\sin2u)=e^{iu}+\tfrac{c-\epsilon}{2}e^{3iu}+\tfrac{c+\epsilon}{2}e^{-iu}+O(\epsilon^2).$$
The energy above $E_1$ is $\sum_n|c_n|^2(E_n-E_1)/\sum_n|c_n|^2$, so second-order amplitudes matter at fourth order. With $a=E_3-E_1$ and $b=E_{-1}-E_1$,
$$\Delta E=\tfrac14\left[a(c-\epsilon)^2+b(c+\epsilon)^2\right].$$
A $\sin2u$ term in $\phi$ adds imaginary amplitudes, and harmonics $2ku$ with $k\ge2$ add new ones; neither interferes with the amplitudes above, and both raise the energy, because $E_{1+2k}+E_{1-2k}-2E_1=k^2(1+4/\mu)>0$. Setting $d\Delta E/dc=0$ gives $c=\epsilon(a-b)/(a+b)$, so $c-\epsilon=-2b\epsilon/(a+b)$, $c+\epsilon=2a\epsilon/(a+b)$, and
$$E_{\rm eff}-E_1=\epsilon^2\frac{ab^2+ba^2}{(a+b)^2}=\epsilon^2\frac{ab}{a+b}.\tag{9}$$
Here $a=4/\mu-\frac12$, $b=\frac32$, $a+b>0$, so (9) is negative for $\mu>8$: the physical bound fails at order $\epsilon^2$. As $\mu\to0$, (9) tends to $\epsilon^2b$, the value at $c=\epsilon$, which is the variational error; in this model a small $\mu$ secures the bound and removes the gain from projection.

On a $16\times32$ grid in $(\theta,s)$, with second differences for both kinetic terms and the constant in $H_s$ adjusted so that $n=\pm1$ still cost nothing, the levels are $E_1=0.493607$, $E_{-1}=1.899282$ and $E_3=3.872983/\mu$ Ha, so $b=1.405675$ Ha. For $\mu=4$ Ha$^{-1}$, $a=0.474639$ and $ab/(a+b)=0.667188/1.880314=0.35483$ Ha, against $(E_{\rm eff}-E_1)/\epsilon^2=0.35519$ Ha from diagonalization at $\epsilon=0.02$. For $\mu=100$ Ha$^{-1}$, $a=-0.454877$ and $ab/(a+b)=-0.639409/0.950798=-0.67250$ Ha, against $-0.67183$ Ha.

For $\lambda=0.1$ Ha the kernel in $s$ is $2\lambda\cos(s+s'-\theta)$, which has both signs, and T-moves act. The physical $2\times2$ problem gives $E_0=1.196445-\sqrt{0.702838^2+0.1^2}=0.486529$ Ha, and (8) holds up to $\mu^*=3.872983/0.486529=7.96$ Ha$^{-1}$. For $\epsilon=0.2$, $E_{\rm VMC}=(0.493607+0.075971+0.04)/1.04=0.586133$ Ha at any $\mu$. At $\mu=4$, $E_{\rm eff}=0.516825$ Ha, $0.0303$ Ha ($0.82$ eV) above $E_0$, with weight $0.037$ in unphysical harmonics. At $\mu=100$, $E_{\rm eff}=0.451196$ Ha, $0.0353$ Ha ($0.96$ eV) below $E_0$, with weight $0.117$. These numbers belong to the $16\times32$ grid; as the grid is refined the two differences tend to $0.0310$ Ha above and $0.0342$ Ha below $E_0$, and the weights to $0.036$ and $0.111$. This failure concerns the lowest level of a one-electron symmetry sector. For the ground state of several electrons, (8) remains a sufficient condition, and whether the bound is violated when (8) fails is not settled by this example.

## Calculated quantities

```
random 8x8: locality approximation below E0 in 39 of 300
two fermions, 40 cases: min(E_eff - E_F): 0.01522894 Ha
two fermions, 40 cases: max(E_unsymmetrized - E_F): -3.466473 Ha
ring V=0.5cos x, Phi=x+0.4sin x: continuum E_FP: 0.09023598 Ha
lattice error ratio N=64/N=128: 4.000617 
lattice 8^3, a=1.0 bohr, Z=3.0, core 1 bohr, projector width 1.0 bohr
eps_s=1.0 eps_p=-0.3 xi=0.2 Ha; trial eta=0.8 theta=0.3 zeta=1.2/bohr
E global ground: -1.257327 Ha
E0 odd sector (p1/2): -1.257327 Ha
E1 odd sector (p3/2): -0.9831135 Ha
E lowest even (s-like): -0.6780997 Ha
E_FP: -1.250559 Ha
<Psi_eff|H|Psi_eff>: -1.25025 Ha
E_eff: -1.24727 Ha
E_VMC: -1.152478 Ha
excess sum of squares: 0.002979791 Ha
dE/dgamma: 0.002979791 Ha
E separate split: -1.246566 Ha
E locality approx: -1.306331 Ha
mixed Re E_L: -1.24727 Ha
mixed Im E_L: 0.004135523 Ha
projection step tau: 0.1230854 1/Ha
E_FP-E0: 0.00676808 Ha = 0.18417 eV
E_eff-E0: 0.0100564 Ha = 0.27365 eV
E_VMC-E0: 0.104849 Ha = 2.8531 eV
exact p1/2 trial: E_eff: -1.257327 Ha
exact p3/2 trial: E_eff: -0.9831135 Ha
error ratio, trial error 0.02 vs 0.01: 3.999736 
ring grid 16 x 32; t(1)=0.493607 t(2)=1.899282 Ha; mu*H_s(n=3)=3.872983
lam=0 mu=4: dE/eps^2=0.35519, ab/(a+b)=0.35483 Ha
lam=0 mu=100: dE/eps^2=-0.67183, ab/(a+b)=-0.67250 Ha
lam=0.1 Ha: E0 physical=0.486529 Ha, threshold mu*=7.9604 1/Ha
mu=4 eps=0.2: E_eff=0.516825 Ha, E_eff-E0=0.030296 Ha = 0.8244 eV
   unphysical weight=0.03701, E_VMC=0.586133 Ha
mu=100 eps=0.2: E_eff=0.451196 Ha, E_eff-E0=-0.035333 Ha = -0.9615 eV
   unphysical weight=0.11650, E_VMC=0.586133 Ha
```
